# Resistance of a planar contact fed equally from both edges

A flat metal contact of length $L$ and width $W$ lies on a thin conducting semiconductor sheet. Current enters the sheet at both edges of the contact, $x=0$ and $x=L$, half of the total $I$ at each, and leaves upwards through the metal. This happens, for example, in a source contact shared by two identical transistor gate fingers, one on either side.

The following model is used until part (h).

- The sheet under the contact has uniform sheet resistance $R_s$ and is thin enough for its potential to depend on $x$ alone. Nothing flows around the ends of the width.
- The metal is an equipotential, taken as the zero of potential. $V(x)$ is the sheet potential.
- The interface is linear: the current density into the metal is $J=V/\rho_c$, with $\rho_c$ the specific contact resistance.
- The sheet current $i(x)$ is positive towards $+x$. Equal feed therefore means $i(0)=+I/2$ and $i(L)=-I/2$, because the current entering at the right edge flows towards $-x$.

The contact resistance is the edge voltage divided by the total current, $R_2=V(0)/I$.

## (a) Find the equation obeyed by $V(x)$.

**Solution.** A strip of sheet of length $dx$ has resistance $R_s\,dx/W$. The potential falls in the direction of current flow, so

$$\frac{dV}{dx}=-\frac{R_s}{W}\,i .$$

The strip loses the current $J\,W\,dx$ to the metal. In the steady state this equals $i(x)-i(x+dx)$, hence

$$\frac{di}{dx}=-\frac{W}{\rho_c}\,V .$$

Differentiating the first equation and inserting the second gives

$$\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{di}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

The transfer length $L_T$ is the distance over which the potential changes appreciably. A resistive interface lengthens it, because current must spread over more area to get through. A resistive sheet shortens it, because travelling further along the sheet is costly.

## (b) Solve for equal feed and find $R_2$.

**Solution.** Measure position from the middle, $s=x-L/2$, and define

$$\alpha=\frac{L}{2L_T},\qquad R_0=\frac{R_sL_T}{W}.$$

The general solution and its current are

$$V=A\cosh\frac{s}{L_T}+B\sinh\frac{s}{L_T},$$

$$i=-\frac{W}{R_s}\frac{dV}{dx}=-\frac{1}{R_0}\left[A\sinh\frac{s}{L_T}+B\cosh\frac{s}{L_T}\right].$$

At the left edge $s/L_T=-\alpha$ and $i=I/2$. At the right edge $s/L_T=+\alpha$ and $i=-I/2$. These conditions read

$$A\sinh\alpha-B\cosh\alpha=\tfrac12R_0I,\qquad A\sinh\alpha+B\cosh\alpha=\tfrac12R_0I .$$

Their difference gives $B=0$, and their sum gives $A=R_0I/(2\sinh\alpha)$. Therefore

$$V(x)=\frac{R_0I}{2}\,\frac{\cosh[(x-L/2)/L_T]}{\sinh\alpha}.$$

At either edge the numerator is $\cosh\alpha$, so

$$R_2=\frac{R_0}{2}\coth\alpha=\frac{R_sL_T}{2W}\coth\frac{L}{2L_T}.$$

As a check on the factors, the current through the interface is

$$\frac{W}{\rho_c}\int_0^L V\,dx=\frac{W}{\rho_c}\,\frac{R_0I}{2\sinh\alpha}\,2L_T\sinh\alpha=\frac{R_sL_T^2}{\rho_c}\,I=I .$$

## (c) Now feed the whole current into the left edge. Find the voltage-to-current ratio at each edge.

**Solution.** No current reaches the far edge, so $i(L)=0$ and $V'(L)=0$. The solution with this property is $V=C\cosh[(L-x)/L_T]$, whose current is

$$i=-\frac{W}{R_s}V'=\frac{C}{R_0}\sinh\frac{L-x}{L_T}.$$

Setting $i(0)=I$ gives $C=R_0I/\sinh(L/L_T)$. The ratio at the fed edge is

$$R_1(L)=\frac{V(0)}{I}=R_0\coth\frac{L}{L_T},$$

and at the far edge it is the end resistance

$$R_e(L)=\frac{V(L)}{I}=\frac{R_0}{\sinh(L/L_T)} .$$

## (d) Show that the contact fed from both edges behaves as two half-length contacts in parallel. Does this need a linear interface?

**Solution.** Replacing $L$ by $L/2$ in $R_1$ gives $R_1(L/2)=R_0\coth\alpha$. Comparison with part (b) yields

$$R_2=\tfrac12R_1(L/2),$$

which is the resistance of two equal resistors $R_1(L/2)$ in parallel.

The physical reason is symmetry. From part (b), $i$ is proportional to $-\sinh(s/L_T)$ and vanishes at the middle. An insulating cut through the sheet there interrupts no current and changes nothing. Each half is then a contact of length $L/2$, fed at its outer edge with $I/2$ and carrying no current at its inner end. Both outer edges are at the same voltage, so they may be joined, and the halves are in parallel.

Linearity is not needed. Let the interface obey any increasing law $J(V)$, so that $V'=-R_si/W$ and $i'=-WJ(V)$. Given a solution, define its mirror image $\tilde V(x)=V(L-x)$ and $\tilde i(x)=-i(L-x)$. Then

$$\tilde V'(x)=-V'(L-x)=\frac{R_s}{W}i(L-x)=-\frac{R_s}{W}\tilde i(x),$$

$$\tilde i'(x)=i'(L-x)=-WJ(\tilde V(x)),$$

and $\tilde i(0)=-i(L)=I/2$, $\tilde i(L)=-i(0)=-I/2$. The image solves the same problem.

The solution is also unique. Let two solutions differ by $D=V_a-V_b$ and $d=i_a-i_b$, with $d=0$ at both edges. Then

$$0=\big[D\,d\big]_0^L=-\int_0^L\left\{\frac{R_s}{W}d^2+W D\,[J(V_a)-J(V_b)]\right\}dx .$$

Neither term in the braces is negative, so both vanish and the solutions coincide. Hence $\tilde i=i$, and at the middle $i(L/2)=-i(L/2)=0$. The cut is allowed, with each half carrying $I/2$.

For a linear interface, superposition gives a second route. The left feed alone produces $(I/2)R_1(L)$ at the left edge, and the right feed alone produces $(I/2)R_e(L)$ there. With $u=L/L_T=2\alpha$,

$$R_2=\frac{R_1(L)+R_e(L)}{2}=\frac{R_0}{2}\,\frac{\cosh u+1}{\sinh u}=\frac{R_0}{2}\,\frac{2\cosh^2\alpha}{2\sinh\alpha\cosh\alpha}=\frac{R_0}{2}\coth\alpha .$$

This shows why two *full-length* contacts in parallel are the wrong equivalent. Their resistance, $R_1(L)/2$, omits the voltage $(I/2)R_e$ that each feed produces at the other's edge.

## (e) How much does feeding from both edges gain over feeding from one? Examine short and long contacts.

**Solution.** Let $t=\tanh\alpha$. Since $\cosh2\alpha=\cosh^2\alpha+\sinh^2\alpha$ and $\sinh2\alpha=2\sinh\alpha\cosh\alpha$, division by $\cosh^2\alpha$ gives $\coth2\alpha=(1+t^2)/(2t)$. At fixed $L$, $W$, $R_s$ and $\rho_c$,

$$\frac{R_2}{R_1(L)}=\frac{1}{2t}\,\frac{2t}{1+t^2}=\frac{1}{1+\tanh^2(L/2L_T)} .$$

The ratio falls from 1 for a short contact to $1/2$ for a long one.

**Short contact, $L\ll L_T$.** For small $z$,

$$\coth z\approx\frac{1+z^2/2}{z(1+z^2/6)}\approx\frac1z+\frac z3 .$$

Using $R_sL_T^2=\rho_c$,

$$R_2\approx\frac{R_sL_T}{2W}\left(\frac{2L_T}{L}+\frac{L}{6L_T}\right)=\frac{\rho_c}{WL}+\frac{R_sL}{12W},$$

$$R_1(L)\approx\frac{R_sL_T}{W}\left(\frac{L_T}{L}+\frac{L}{3L_T}\right)=\frac{\rho_c}{WL}+\frac{R_sL}{3W}.$$

The interface term is the same, because the whole area is used in both cases. The sheet term is four times smaller with two feeds: each half has half the sheet resistance, and the two halves are in parallel.

**Long contact, $L\gg L_T$.** Here $\coth\alpha\to1$ and $R_2\to R_sL_T/(2W)$. The influence of one edge on the other dies out as $e^{-L/L_T}$, and further length brings almost no gain.

Writing $R_2=\rho_c/(WL_{\rm eff})$ defines an effective length,

$$L_{\rm eff}=\frac{\rho_c}{WR_2}=2L_T\tanh\frac{L}{2L_T},$$

against $L_T\tanh(L/L_T)$ for one-edge feed.

## (f) Let a fraction $f$ of the current enter at the left and $1-f$ at the right. Where does the sheet current vanish, and how does the dissipation change?

**Solution.** The general solution of part (b) now has to satisfy

$$A\sinh\alpha-B\cosh\alpha=fR_0I,\qquad A\sinh\alpha+B\cosh\alpha=(1-f)R_0I .$$

Adding and subtracting gives

$$A=\frac{R_0I}{2\sinh\alpha},\qquad B=-\frac{(2f-1)R_0I}{2\cosh\alpha}.$$

The current vanishes where $A\sinh(s/L_T)+B\cosh(s/L_T)=0$, that is, where $\tanh(s/L_T)=-B/A=(2f-1)\tanh\alpha$. The zero-current plane is at

$$x_0=\frac L2+L_T\,\mathrm{artanh}\big[(2f-1)\tanh\alpha\big].$$

A cut at $x_0$ is still harmless, but the pieces have unequal lengths $x_0$ and $L-x_0$. The edge voltages also differ:

$$V(0)=A\cosh\alpha-B\sinh\alpha=\tfrac12R_0I\,[\coth\alpha+(2f-1)\tanh\alpha],$$

$$V(L)=A\cosh\alpha+B\sinh\alpha=\tfrac12R_0I\,[\coth\alpha-(2f-1)\tanh\alpha].$$

The pieces are therefore not in parallel. The power dissipated in sheet and interface is $P=fI\,V(0)+(1-f)I\,V(L)$. The $\coth$ terms carry the factor $f+(1-f)=1$ and the $\tanh$ terms the factor $(2f-1)[f-(1-f)]=(2f-1)^2$, so

$$\frac{P}{I^2}=R_2+2\left(f-\tfrac12\right)^2R_0\tanh\alpha .$$

At fixed total current, equal feed dissipates least.

## (g) Evaluate a silicided source contact shared by two gate fingers.

Take $\rho_c=1\times10^{-8}\ \Omega\,\mathrm{cm^2}$, $R_s=100\ \Omega$/sq, $L=200$ nm, $W=1\ \mu$m and $I=1$ mA.

**Solution.** The transfer length is $L_T=\sqrt{10^{-8}/100}\ \mathrm{cm}=10^{-5}$ cm, or 100 nm. Thus $\alpha=1$, and $R_0=100\times0.1=10\ \Omega$. Then

$$R_2=\tfrac12\times10\times1.3130=6.565\ \Omega .$$

One half-length contact has $R_1(L/2)=13.130\ \Omega$, twice this value. A test without hyperbolic functions divides the contact into 2000 resistor segments and solves Kirchhoff's equations; it also gives $6.565\ \Omega$.

Fed from one edge, the contact has $R_1(L)=10\times1.0373=10.373\ \Omega$, so the ratio is 0.633. Two full-length contacts in parallel would give $5.187\ \Omega$, which is 21 % below $R_2$. The missing part is half the end resistance, $2.757/2\approx1.38\ \Omega$.

The edge voltage is 6.565 mV and the middle voltage 4.255 mV. The interface current density in the middle is thus about 65 % of that at the edges. The effective length is 152 nm, against 96 nm for one-edge feed.

For a 60/40 split, the zero-current plane moves from 100 nm to 115 nm, and $P/I^2$ rises from 6.565 to $6.717\ \Omega$, about 2 %. A modest imbalance adds little dissipation because the added loss is quadratic in $f-\frac12$. The edge voltages respond linearly: by part (f) they shift by $\pm\tfrac12R_0I(2f-1)\tanh\alpha=\pm0.76$ mV, about 12 % of their equal-feed value, in opposite directions.

## (h) How far do neglected effects move this result?

**Solution.** Each effect is added separately to the model of part (g), and percentages are relative to $6.565\ \Omega$.

**Finite silicon depth.** Let the conducting silicon be 50 nm deep, with the same sheet resistance and uniform conductivity. A two-dimensional conduction calculation, with the sheet resistance of the feed regions outside the contact subtracted, gives $6.95\ \Omega$, or $+5.9$ %. The rise comes from vertical flow, which the thin-sheet model treats as free of resistance. The half-length equivalence survives: on a 2 nm grid, half of the layer with an insulated middle plane reproduces the full calculation to within one part in $10^7$.

**Silicide resistance.** Let the silicide have $R_m=10\ \Omega$/sq and be tapped along its centre line, which preserves the mirror symmetry. In the left half the silicide carries what the sheet has lost,

$$i_m=\frac I2\left[1-\frac{\sinh(\alpha-x/L_T)}{\sinh\alpha}\right].$$

The true currents minimise the total dissipation at fixed $I$. To first order in $R_m$ the added resistance is therefore the silicide dissipation, evaluated with the old currents, divided by $I^2$. With $y=x/L_T$ and both halves counted,

$$\Delta R\approx\frac{2}{I^2}\int_0^{L/2}\frac{R_m}{W}i_m^2\,dx=\frac{R_mL_T}{2W}\int_0^\alpha\left[1-\frac{\sinh(\alpha-y)}{\sinh\alpha}\right]^2dy .$$

Expanding the square and integrating term by term,

$$\Delta R\approx\frac{R_mL_T}{2W}\left[\alpha-\frac{2(\cosh\alpha-1)}{\sinh\alpha}+\frac{\tfrac14\sinh2\alpha-\tfrac12\alpha}{\sinh^2\alpha}\right].$$

For $\alpha=1$ this is $0.185\ \Omega$. The resistor network with a resistive silicide gives $0.184\ \Omega$, or $+2.8$ %. The estimate lies slightly higher, as it must, since the old currents do not minimise the new dissipation.

**Nonlinear interface.** As a test case with strong curvature, take an ideal diode law with the same slope at zero voltage,

$$J=\frac{V_0}{\rho_c}\left(e^{V/V_0}-1\right),\qquad V_0=\frac{kT}{q}=25.85\ \mathrm{mV}\ \text{at }300\ \mathrm K .$$

The ratio $V(0)/I$ changes by $-7.0$ % in forward and $+8.9$ % in reverse polarity. In both polarities the full contact and its half, solved separately, agree in edge voltage to within one part in $10^5$. Superposition fails: in forward polarity, the sum of the two one-edge voltages is 2.8 % too high. This is the distinction drawn in part (d).

**Warm operation.** If $R_s$ rises by an assumed 10 % while $\rho_c$ stays fixed, $R_2$ rises by 2.2 %. The response is weak because much of the resistance lies in the interface.

**The real case.** The parameters are rough typical values for silicided, heavily doped n-type silicon; advanced processes reach considerably lower $\rho_c$. Such contacts conduct largely by tunnelling, so the diode figures indicate sensitivity and do not predict a device. Of the effects sized here, finite depth and interface nonlinearity are the largest, each below 10 % at $I=1$ mA. The nonlinear shift grows with current: at 2 mA the same diode law gives about $-13$ % forward and $+21$ % reverse. Lower $\rho_c$ shortens $L_T$, and the thin-sheet formula degrades as $L_T$ approaches the silicon depth. With the same length and depth, the two-dimensional resistance exceeds it by 6 % at $L_T$ equal to twice the depth, as here, by about 16 % at $L_T$ equal to the depth, and by about 30 % at $\rho_c=10^{-9}\ \Omega\,\mathrm{cm^2}$. The half-length equivalence has a different condition: geometry, material properties, feeds and, if the metal is resistive, its tap must share the same mirror plane. Unequal fingers or a tap near one edge break it, even where the thin-sheet model holds.

The numerical output lists the main values used above.

## Table of computed values

```
INPUTS (rough typical values)
specific contact resistance = 1.0e-08 ohm cm2
sheet resistance under contact = 100 ohm/sq
contact length = 200 nm
contact width = 1 um
total current = 1 mA
RESULTS
transfer length LT = 100.0 nm
L/LT = 2.000
Rs*LT/W = 10.000 ohm
coth(L/2LT) = 1.3130
coth(L/LT) = 1.0373
R2, fed from both edges = 6.565 ohm
R2 from resistor ladder = 6.565 ohm
R1(L/2), one half-length contact = 13.130 ohm
R1(L), fed from one edge = 10.373 ohm
end resistance Re = 2.757 ohm
R2/R1(L) = 0.6329
two full-length contacts in parallel = 5.187 ohm
error of that reading = -21.0 %
edge voltage = 6.565 mV
middle voltage = 4.255 mV
effective length, both edges = 152.3 nm
effective length, one edge = 96.4 nm
short contact L/LT = 0.2: sheet terms / (Rs L/W)
  both edges = 0.08328, one edge = 0.33245
UNEQUAL FEED, left share = 0.60
zero-current plane at x = 115.35 nm
zero-current plane from ladder = 115.35 nm
dissipation / I^2 = 6.717 ohm
NEGLECTED EFFECTS (change of R2)
silicon depth = 50 nm
R2 with finite depth = 6.954 ohm (+5.9 %)
same on grid twice as coarse = 6.955 ohm
silicide sheet resistance = 10 ohm/sq
R2 with silicide = 6.749 ohm (+2.8 %)
silicide shift, ladder = 0.1839 ohm
silicide shift, first order = 0.1851 ohm
kT/q at 300 K = 25.85 mV
R2 diode law, forward = 6.109 ohm (-7.0 %)
R2 diode law, reverse = 7.150 ohm (+8.9 %)
superposition error, forward diode = +2.8 %
assumed warm rise of Rs = 10 %
R2 warm = 6.712 ohm (+2.2 %)
```
